\section*{Spectral representation for continuing the Eliashberg equations to real frequencies}

\section{Why the Matsubara solution cannot be continued by substitution}

The Eliashberg equations are easy to solve at the Matsubara frequencies $\omega_n=\pi T(2n+1)$, but spectra need the gap function at $\omega+i0$. Each of the two direct routes has a defect. Replacing $i\omega_n$ by $z$ in the Matsubara sums gives a function with poles at $z=i\omega_m\pm\nu$ in the upper half plane, where a retarded self-energy must be analytic, and that function is real on the real axis, so it contains no damping. The real-axis equations, in their usual form, contain principal-value integrals whose pole moves across the peak at the gap edge, and a grid rule for such an integral, accurate while the peak is resolved, has a large error at points near the edge when the peak is narrower than the step. The Marsiglio--Schossmann--Carbotte mixed equations add to the substituted sum a term that removes the poles and contains no principal value.

\section{Model and conventions}

Units are $\hbar=k_B=1$ with energies in mRy. The model is isotropic Migdal--Eliashberg theory with a constant density of states, an infinite band, no vertex corrections and $T>0$. With Pauli matrices $\tau_i$, write $\Sigma=(z-\tilde\omega)+\phi\tau_1$, $\tilde\omega=zZ$, $\phi=Z\Delta$. Then $G^{-1}=\tilde\omega-\xi\tau_3-\phi\tau_1$, and since the $\tau_i$ anticommute,
\begin{equation}
G=\frac{\tilde\omega+\xi\tau_3+\phi\tau_1}{s^2-\xi^2},\qquad s^2=\tilde\omega^2-\phi^2,\quad \operatorname{Im}s>0 .
\end{equation}
The branch $\operatorname{Im}s>0$ is used in both half planes. The function $1/(s^2-\xi^2)=-1/[(\xi-s)(\xi+s)]$ has residue $-1/2s$ at its upper pole $\xi=s$, so its integral over $\xi$ is $-i\pi/s$. The term odd in $\xi$ vanishes between symmetric limits, and
\begin{equation}
\int d\xi\,G=-i\pi(g+h\tau_1),\qquad g=\tilde\omega/s,\quad h=\phi/s .
\end{equation}
A phonon of frequency $\nu$ has $D(z)=2\nu/(z^2-\nu^2)$. Define
\begin{equation}
\lambda(z)=-\int_0^\infty\! d\nu\,\alpha^2F(\nu)D(z)=\int_0^\infty\! d\nu\,\alpha^2F(\nu)\Big[\frac1{\nu-z}+\frac1{\nu+z}\Big].
\end{equation}
The Migdal self-energy is $\Sigma(i\omega_n)=T\sum_m\lambda(i\omega_n-i\omega_m)\int d\xi\,\tau_3G(i\omega_m)\tau_3$. Because $\tau_3\tau_1\tau_3=-\tau_1$, it equals $-i\pi T\sum_m\lambda\,(g_m-h_m\tau_1)$, with $u_m\equiv u(i\omega_m)$. Comparing components and adding the Coulomb pseudopotential gives
\begin{align}
\tilde\omega(i\omega_n)&=i\omega_n+S[g](i\omega_n),\qquad \phi(i\omega_n)=\phi_\mu+S[h](i\omega_n),\label{mats}\\
S[u](z)&=i\pi T\sum_m\lambda(z-i\omega_m)\,u_m,\qquad \phi_\mu=-i\pi T\mu^*\!\!\sum_{|\omega_m|<\omega_c}\!\!h_m .
\end{align}
For real $Z_m>0$ and real $\Delta_m$, $s=iZ_mR_m$ with $R_m=\sqrt{\omega_m^2+\Delta_m^2}$, so $g_m=\omega_m/R_m$ and $h_m=-id_m$ with $d_m=\Delta_m/R_m$. Equation (\ref{mats}) is then the usual pair, and $\phi_\mu=-\mu^*\pi T\sum d_m$. The cutoff acts on the summed index only, so $\phi_\mu$ is a constant and continues as a constant. The phonon sum has no cutoff.

\section{Spectral representation and the Fermi function}

Assume, as the Lehmann representation of $G$ requires, that $g$ and $h$ are analytic off the real axis, and that for $|z|\to\infty$ in the upper half plane they tend to $u_\infty=1$ and $0$. For a real gap $\tilde\omega(z^*)=\tilde\omega(z)^*$ and $\phi(z^*)=\phi(z)^*$. Then $s(z^*)=\pm s(z)^*$, the branch selects the minus sign, and $u(z^*)=-u(z)^*$ for $u=g,h$. Particle--hole symmetry makes $\tilde\omega$ odd and $\phi$ even in $z$, so $s$ is even, $g$ odd and $h$ even. Combining the two, $g(-x+i0)=g(x+i0)^*$ and $h(-x+i0)=-h(x+i0)^*$: the function $\rho_u(x)=\operatorname{Re}u(x+i0)$ is even for $g$ and odd for $h$.

For $\operatorname{Im}z>0$, Cauchy's theorem in the upper and in the lower half plane gives
\begin{equation}
u(z)-u_\infty=\frac1{2\pi i}\int dx\,\frac{u(x+i0)-u_\infty}{x-z},\qquad 0=\frac1{2\pi i}\int dx\,\frac{u(x-i0)+u_\infty}{x-z}.
\end{equation}
Subtract the second from the first and use $u(x+i0)-u(x-i0)=2\rho_u$, which yields $u-u_\infty=(i/\pi)\int dx\,(\rho_u-u_\infty)/(z-x)$. Also $\int_{-L}^{L}dx/(z-x)=\ln(z+L)-\ln(z-L)\to-i\pi$, so the constants on both sides cancel:
\begin{equation}
u(z)=\frac{i}{\pi}\int dx\,\frac{\rho_u(x)}{z-x}\qquad(\text{symmetric limits}).\label{spec}
\end{equation}
The right side changes into minus its conjugate under $z\to z^*$, as $u$ does, so (\ref{spec}) holds in the lower half plane too.

The partial-fraction series $\tanh y=\sum_{m\ge0}2y/[y^2+\pi^2(m+\frac12)^2]$ at $y=a/2T$, inserted in $f(a)=\frac12-\frac12\tanh(a/2T)$, gives $f(a)=\frac12-2aT\sum_{m\ge0}(\omega_m^2+a^2)^{-1}$. Each term is the pair $\pm\omega_m$ of $f(a)=\frac12+T\sum_m(i\omega_m-a)^{-1}$. Subtracting the series for $b$ and using $\frac1{i\omega-a}-\frac1{i\omega-b}=\frac{a-b}{(i\omega-a)(i\omega-b)}$,
\begin{equation}
T\sum_m\frac1{(i\omega_m-a)(i\omega_m-b)}=\frac{f(a)-f(b)}{a-b}.\label{fsum}
\end{equation}
Finally $e^{i\omega_n/T}=-1$, so with $N=N(\nu)=1/(e^{\nu/T}-1)$
\begin{equation}
f(\nu\pm i\omega_n)=-N,\qquad f(i\omega_n-\nu)=1+N .\label{fN}
\end{equation}

\section{The continuation and the mixed equations}

Write the kernel as
\begin{equation}
\lambda(z-i\omega_m)=\int d\nu\,\alpha^2F\Big[\frac1{i\omega_m-(z-\nu)}-\frac1{i\omega_m-(z+\nu)}\Big].\label{lam}
\end{equation}
Insert (\ref{spec}) for $u_m$ in $S[u]$. The prefactors give $i\pi\cdot i/\pi=-1$. The sum and the $x$ integral may be exchanged because $\lambda$ falls as $\omega_m^{-2}$ and the integral (\ref{spec}) cut at $\pm L$ is bounded uniformly in $L$ and $m$. With (\ref{fsum}), for any $z$ away from the poles,
\begin{equation}
S[u](z)=-\!\int\! dx\,\rho_u(x)\!\int\! d\nu\,\alpha^2F\Big[\frac{f(z-\nu)-f(x)}{z-\nu-x}-\frac{f(z+\nu)-f(x)}{z+\nu-x}\Big].\label{Sx}
\end{equation}
At $z=i\omega_n$, (\ref{fN}) turns the numerators into $N+1-f(x)$ and $-N-f(x)$. Keep these values and let only the denominators depend on $z$:
\begin{align}
A[u](z)&=-\int dx\,\rho_u(x)K(z,x),\label{A}\\
K(z,x)&=\int d\nu\,\alpha^2F\Big[\frac{N+1-f(x)}{z-\nu-x}+\frac{N+f(x)}{z+\nu-x}\Big].\nonumber
\end{align}
$A[u]$ equals $S[u]$ at every $i\omega_n$, its denominators vanish only for real $z$, and it is bounded for $\operatorname{Im}z\ge\pi T$ (for $g$ the two $1/x$ tails cancel between $x$ and $-x$). The physical $\tilde\omega-z$ and $\phi$ share these properties. The difference of two such functions is bounded and analytic for $\operatorname{Re}\zeta\ge0$, with $z=i\pi T(2\zeta+1)$, and vanishes at $\zeta=0,1,2,\dots$; by Carlson's theorem it is zero there, and by the identity theorem in the whole upper half plane. Hence
\begin{equation}
\tilde\omega(z)=z+A[g](z),\qquad\phi(z)=\phi_\mu+A[h](z).\label{real}
\end{equation}
The same theorem shows why $\mu^*$ must not be cut off in $n$ as well: a bounded analytic term that vanishes at all high $i\omega_n$ vanishes everywhere. At $z=\omega+i0$, (\ref{real}) are the real-axis Eliashberg equations, with principal values at $x=\omega\mp\nu$.

Subtract (\ref{Sx}) from (\ref{A}). In the first fraction the numerators differ by $N+1-f(z-\nu)=N+f(\nu-z)$, using $1-f(a)=f(-a)$. In the second, $N+f(x)+f(z+\nu)-f(x)=N+f(\nu+z)$. The factor $f(x)$ has dropped out, so the $x$ integral is (\ref{spec}) itself, $-\int dx\,\rho_u(x)/(y-x)=i\pi u(y)$ with $y=z\mp\nu$. Therefore $A=S+C$, and for $\operatorname{Im}z>0$ or $z=\omega+i0$
\begin{align}
\tilde\omega(z)&=z+S[g](z)+C[g](z),\qquad\phi(z)=\phi_\mu+S[h](z)+C[h](z),\label{msc}\\
C[u](z)&=i\pi\!\int_0^\infty\! d\nu\,\alpha^2F(\nu)\Big\{[N+f(\nu-z)]\,u(z-\nu)+[N+f(\nu+z)]\,u(z+\nu)\Big\}.\nonumber
\end{align}
These are the mixed equations. The Hilbert transform of the spectrum has been done in closed form: it is the value of $u$ at a shifted argument.

By (\ref{fN}) both brackets in $C$ vanish at $z=i\omega_n$, and (\ref{mats}) is recovered. Near $z-\nu=i\omega_m$, $f(\nu-z)=1-f(z-\nu)\simeq-T/[i\omega_m-(z-\nu)]$, which multiplies $i\pi u_m$ and cancels the first pole in (\ref{lam}). Near $z+\nu=i\omega_m$, $f(\nu+z)\simeq T/[i\omega_m-(z+\nu)]$ cancels the second. For a continuous $\alpha^2F$ the poles merge into cuts along $\operatorname{Im}z=\omega_m$, which cancel mode by mode. In the normal state $g=1$, $h=0$, one evaluation is the solution, and $\operatorname{Im}\tilde\omega=\pi\int d\nu\,\alpha^2F[2N+f(\nu-\omega)+f(\nu+\omega)]$ equals $-\operatorname{Im}\Sigma=1/2\tau$, half the relaxation rate $1/\tau$. This rate is the sum of the golden-rule rates for scattering out of the state and into it by phonon absorption and emission; the out rate alone, with its Pauli factors, is $[1-f(\omega)]/\tau$. The weights in $C$ are exponentially small when $\nu-|\omega|\gg T$ for all phonons, and substitution alone then approximates $\tilde\omega$ and $\phi$, provided $u(\omega\mp\nu)$ is of order one or its edge peak is integrated over by a smooth $\alpha^2F$.

The identity $A=S+C$ needs only (\ref{spec}), not self-consistency, so it can be followed by hand. Take $T=0.045$~mRy ($\pi T=0.14137$~mRy), one mode $\alpha^2F=a\,\delta(\nu-\Omega)$ with $\Omega=0.5$~mRy and $a=\lambda(0)\Omega/2=0.5$~mRy for $\lambda(0)=2$, and the Dynes function $h(z)=\Delta_D/\sqrt{(z+i\Gamma)^2-\Delta_D^2}$ with $\Delta_D=0.15$~mRy, $\Gamma=0.02$~mRy. At $\omega=0.66$~mRy direct summation gives $S[h]=-0.2223$~mRy. In $C$, $N$ and $f(\Omega+\omega)$ are negligible at this precision, $f(\Omega-\omega)=0.9722$, and $h(0.16)=0.15/\sqrt{(0.01+0.02i)(0.31+0.02i)}=1.4997-0.9950i$. Thus $C=i\pi(0.5)(0.9722)h=1.5195+2.290i$~mRy and $S+C=1.297+2.290i$~mRy. Adaptive quadrature of (\ref{A}), with the pole value subtracted and its logarithm added analytically, gives $1.2972+2.2904i$~mRy. At $z=\Omega+0.001+i\pi T$ the $m=0$ pole of $S$ contributes $-\pi Ta\,d_0/0.001=-48.1$~mRy, with $d_0=0.15/\sqrt{0.16137^2+0.15^2}=0.681$; the full $S$ has real part $-47.9$~mRy, while $A=0.717+0.261i$~mRy. At $\omega=0.3$~mRy, below $\Omega$, $S=0.592$ is near $A=0.596-0.019i$~mRy.

\section{The iteration on the real axis}

At real $\omega$ the denominators in (\ref{lam}) satisfy $|i\omega_m-(\omega\mp\nu)|\ge\pi T$. Thus $S$ is analytic in the strip $|\operatorname{Im}z|<\pi T$, depends on the Matsubara solution only, and is computed once. It is real: $\lambda(\omega+i\omega_m)=\lambda(\omega-i\omega_m)^*$, so the pair $\pm\omega_m$ contributes $i\pi T\cdot2i\,g_m\operatorname{Im}\lambda(\omega-i\omega_m)$ to $S[g]$ and $i\pi T(-id_m)\,2\operatorname{Re}\lambda(\omega-i\omega_m)$ to $S[h]$. $C$ is a convolution with bounded weights $\alpha^2F[N+f]$ (for $\alpha^2F$ vanishing at least linearly at $\nu=0$) and has no pole. No principal value appears in either term.

The iteration evaluates $g,h$ from $\tilde\omega,\phi$ and inserts them in (\ref{msc}). It keeps the causal branch. Suppose $\operatorname{Im}(\tilde\omega\pm\phi)>0$ for all $\omega$, so that $\tilde\omega\pm\phi$ have arguments $\theta_\pm\in(0,\pi)$. With principal roots,
\begin{equation}
s=\sqrt{\tilde\omega-\phi}\,\sqrt{\tilde\omega+\phi}\label{branch}
\end{equation}
has argument $(\theta_++\theta_-)/2\in(0,\pi)$, which is the required branch. Further $g\pm h=\sqrt{\tilde\omega\pm\phi}/\sqrt{\tilde\omega\mp\phi}$ has argument $(\theta_\pm-\theta_\mp)/2\in(-\pi/2,\pi/2)$, so $\operatorname{Re}(g\pm h)>0$. Since $\omega$, $\phi_\mu$ and $S$ are real, the next iterate has $\operatorname{Im}(\tilde\omega\pm\phi)=\operatorname{Im}C[g\pm h]$, which is $\pi$ times an integral of $\operatorname{Re}(g\pm h)$ with the positive weights $\alpha^2F[N+f]$, and is positive. The start $g=1$, $h=0$ enters this cone, and linear mixing with a weight between 0 and 1 stays in it. In every iterate $|s|^2=|\tilde\omega-\phi||\tilde\omega+\phi|>0$, so $g$ and $h$ are finite. The variables to iterate are $\tilde\omega$ and $\phi$: at $T>0$ symmetry gives $\tilde\omega(0)=i\Gamma_0$ with $\Gamma_0>0$, so $Z=\tilde\omega/\omega$ has a pole at $\omega=0$ and $\Delta=\phi\omega/\tilde\omega$ vanishes there, while $g(0)=\Gamma_0/\sqrt{\Gamma_0^2+\phi(0)^2}$ is finite.

The argument proves neither convergence nor uniqueness of the fixed point. A sufficient criterion can be applied afterwards. Let $\hat u$ be the right side of (\ref{spec}) built from the converged $\operatorname{Re}u$. If $\hat u(i\omega_m)=u_m$ and $\hat u(\omega+i0)=u(\omega)$, then $A=S+C$ holds for $\hat u$, the converged $\tilde\omega$ and $\phi$ are boundary values of $z+A[g]$ and $\phi_\mu+A[h]$, these agree with the Matsubara solution at every $i\omega_n$, and Carlson's theorem identifies them with the continuation.

\section{What remains of the edge singularity}

The $\nu$ integral in $C$ still crosses the gap edge. As $T\to0$ the weights vanish for $\nu>|\omega|$, the lower bound on $|s|$ is lost, and $g,h$ approach an inverse square root, which is integrable. For the Dynes function at $\Gamma=0$, $h=\pm\Delta_D/\sqrt{x^2-\Delta_D^2}$ for $x\gtrless\pm\Delta_D$ and $h=-i\Delta_D/\sqrt{\Delta_D^2-x^2}$ inside. The substitutions $x=\pm\Delta_D\cosh t$ and $x=\Delta_D\sin t$ cancel the roots against the Jacobians, and $I(\omega)=\int d\nu\,\alpha^2F(\nu)h(\omega-\nu)$ becomes
\begin{align}
I/\Delta_D={}&\int_0^\infty\! dt\,\big[\alpha^2F(\omega-\Delta_D\cosh t)-\alpha^2F(\omega+\Delta_D\cosh t)\big]\nonumber\\
&-i\int_{-\pi/2}^{\pi/2}\! dt\,\alpha^2F(\omega-\Delta_D\sin t),
\end{align}
with $\alpha^2F=0$ outside its support. For the spectrum (\ref{a2f}) at $\omega=0.6$~mRy, quadrature gives $I=0.0999-0.2988i$~mRy. A finite $\Gamma$ evaluates the same function at $\omega+i\Gamma$, so the change is $i\Gamma I'(\omega)$ to first order when $\alpha^2F$ has a continuous derivative; adaptive quadrature gives $|\delta I|=1.02\times10^{-3}$ and $1.03\times10^{-4}$~mRy at $\Gamma=10^{-3}$ and $10^{-4}$~mRy. On a uniform grid of step $\delta$ an unresolved edge still costs an error of order $\int_0^\delta x^{-1/2}dx\propto\sqrt\delta$ when the edge lies between nodes. A node on the edge samples $|h|\approx\sqrt{\Delta_D/2\Gamma}$ with weight $\delta$ and costs $\delta\sqrt{\Delta_D/2\Gamma}$, which is larger for $\Gamma\ll\delta$. At low $T$ the substitution or a refined grid is therefore needed. For an Einstein mode $C$ is a point value, and its peak at $\omega=\Omega+\Delta$ belongs to the solution.

The principal value behaves worse pointwise. On a grid $x_k=k\delta$, the midpoint rule with cells of width $2\delta$ placed symmetrically about the pole gives $\mathrm{P}\!\int dx\,F(x)/(x_i-x)\simeq\sum_{i-k\ \mathrm{odd}}2F_k/(i-k)$. Its aliasing error comes from the wavenumber $\pi/\delta$, where the Fourier transform of a function analytic to depth $\Gamma$ has decayed as $e^{-\pi\Gamma/\delta}$, up to an algebraic factor. Applied to $\operatorname{Im}h(c)=\pi^{-1}\mathrm{P}\!\int dx\,\rho_h/(c-x)$ with $\delta=5\times10^{-4}$~mRy and the tails of the next section (with $\Delta_D$ in place of $\phi_\mu$), the largest absolute error against the closed form for $|c|\le3$~mRy is $3.5\times10^{-11}$ at $\Gamma=10\delta$ and $7.2$ at $\Gamma=0.2\delta$, where $|h|$ at the edge is about $\sqrt{\Delta_D/2\Gamma}=27$. The first figure lies far above $e^{-10\pi}\approx2\times10^{-14}$; it also contains the errors of the finite range and the tail model, so it does not test the exponential law. These are errors of the transform at single points. In (\ref{real}) the transform is integrated over $\nu$: for a smooth $\alpha^2F$ the error, largest at the nodes near the edge, enters with weight $\delta$, and the error of the self-energy is of the same order as the edge error of $C$. An unresolved edge thus limits both forms alike for a smooth spectrum; only for a discrete mode does the pointwise error enter in full, while $C$ remains a point value.

\section{Implementation}

Take $\omega_i=i\delta$ on $[-L,L]$, $\nu_j=j\delta$ and weights $w_j=\alpha^2F(\nu_j)\delta$, the same in $\lambda$ on both axes. The shifted arguments fall on the grid, and (\ref{msc}) holds without quadrature error for this set of Einstein modes. By (\ref{lam}), $S[u](\omega)=i\pi\sum_jw_j[B_u(\omega-\nu_j)-B_u(\omega+\nu_j)]$ with $B_u(x)=T\sum_mu_m/(i\omega_m-x)$. Pairing $\pm\omega_m$,
\begin{align}
B_h&=2iTx\sum_{m\ge0}\frac{d_m}{\omega_m^2+x^2},\\
B_g&=-\frac{\psi(\frac12+\frac{ix}{2\pi T})+\psi(\frac12-\frac{ix}{2\pi T})}{2\pi i}-2iT\sum_{m\ge0}\frac{\omega_m(g_m-1)}{\omega_m^2+x^2}.
\end{align}
The first line uses $\frac1{i\omega-x}-\frac1{i\omega+x}=\frac{-2x}{\omega^2+x^2}$ times $-id_m$, and the last sum uses $\frac1{i\omega-x}+\frac1{i\omega+x}=\frac{-2i\omega}{\omega^2+x^2}$. The digamma term is the part $g_m=\operatorname{sgn}\omega_m$: $i\omega_m\mp x=2\pi iT(m+\frac12\pm\frac{ix}{2\pi T})$ and $\sum_m(m+b)^{-1}=-\psi(b)$ up to a divergent constant that cancels in the difference of the two $B$. Truncating that part at $\omega_M$ instead would drop, to leading order in $\omega/\omega_M$, the $x$-dependent tail $\int_{\omega_M}^\infty\frac{d\omega'}{2\pi}\frac{2ix^2}{\omega'^3}=\frac{ix^2}{2\pi\omega_M^2}$; with $(\omega-\nu)^2-(\omega+\nu)^2=-4\omega\nu$ this is $2\omega\int d\nu\,\alpha^2F\,\nu/\omega_M^2$ in $\tilde\omega$. On the imaginary axis the same part of $S[g]$ is the finite sum $i\pi T[\lambda(0)+2\sum_{l=1}^n\lambda(2\pi iTl)]$, since the terms $m>2n$ cancel against those with $m<0$ and leave $l=-n,\dots,n$. The convolutions are done by FFT, with $g,h$ padded beyond $\pm L$ by their end values, which preserves the cone. For transforms of the result, the tails beyond $L$ are modelled as $\rho_g=1+c_g/x^2$ and $\rho_h=\phi_\mu/x+c_h/x^3$, with $c$ matched at $L$. The leading terms follow from $\phi\to\phi_\mu$ and $\tilde\omega\to x$; the form of the corrections is a model, since parity does not exclude logarithmic factors.

\section{Worked example}

The parameters are round model values:
\begin{equation}
\alpha^2F(\nu)=6\lambda_0\,\nu^2(\nu_{\max}-\nu)^2/\nu_{\max}^4,\qquad0<\nu<\nu_{\max},\label{a2f}
\end{equation}
for which $\lambda(0)=12\lambda_0\int_0^1y(1-y)^2dy=\lambda_0$, with $\lambda_0=2$, $\nu_{\max}=1$~mRy, $\mu^*=0.1$, $\omega_c=5$~mRy, $T=0.045$~mRy (7.1~K). Fixed-point iteration of (\ref{mats}) with 600 positive frequencies ($\omega_M=169.5$~mRy) gives $\Delta(i\omega_0)=0.1292$~mRy, $Z(i\omega_0)=2.766$ and $\phi_\mu=-0.0303$~mRy. With $\delta=5\times10^{-4}$~mRy, $L=10$~mRy and mixing 0.7, the iteration of (\ref{msc}) changes by less than $10^{-10}$~mRy after 37 passes. The smallest $\operatorname{Im}(\tilde\omega\pm\phi)$ on the grid is $0.0146$~mRy, which is a lower bound on $|s|$; the smallest $|s|$ is $0.131$~mRy. The trapezoidal Cauchy transform with tails differs from $g_m,d_m$ ($m<8$) by at most $5.5\times10^{-7}$. The right sides of (\ref{real}), evaluated with the odd-offset rule for $|\omega|\le2$~mRy, differ from $\operatorname{Re}\tilde\omega$ and $\operatorname{Re}\phi$ by at most $7\times10^{-9}$ and $9\times10^{-7}$~mRy.

\begin{center}
\begin{tabular}{cccc}
$\omega$ (mRy) & $\Delta$ (mRy) & $\Delta$ without $C$ (mRy) & $Z$\\
0.3 & $0.1700+0.0021i$ & $0.0957$ & $3.076+0.402i$\\
0.6 & $0.2238+0.0896i$ & $-0.0072$ & $2.706+1.377i$\\
1.0 & $0.1350+0.3095i$ & $-0.0993$ & $1.456+1.414i$\\
2.0 & $-0.2389+0.0208i$ & $-0.0551$ & $1.112+0.628i$
\end{tabular}
\end{center}
The third column is $(\phi_\mu+S[h])\,\omega/(\omega+S[g])$. This spectrum extends to $\nu=0$, so the condition for neglecting $C$ is not met at any of these frequencies. The density of states follows from $g=\omega/\sqrt{\omega^2-\Delta^2}$ with $\operatorname{Re}g>0$: at $0.3$~mRy, $0.3/\sqrt{0.0900-0.0289}=1.214$. The largest $\operatorname{Im}\Delta$ is $0.339$~mRy at $1.14$~mRy, and $\operatorname{Re}g(0)=0.039$, so the gap is not strictly empty.

Define the edge as the point where $\operatorname{Re}\Delta-\omega$ falls through zero, outside the region near $\omega=0$ where $\Delta$ vanishes. Linear interpolation gives $\omega_g=0.1434$~mRy $=1.95$~meV, 11\% above $\Delta(i\omega_0)$, with $Z=2.820+0.146i$ and $\operatorname{Im}\Delta=-0.00745$~mRy. The negative sign, opposite to that in the table, is forced by the cone. With primes for real and imaginary parts, $\operatorname{Im}(\tilde\omega-\phi)=\operatorname{Im}[Z(\omega-\Delta)]=Z''(\omega-\Delta')-Z'\Delta''>0$. At the edge the first term vanishes, so $\Delta''<0$ when $Z'>0$; here $2.820\times0.00745=0.0210$~mRy. At $1$~mRy a positive $\Delta''$ is allowed: $1.414\times0.865-1.456\times0.3095=0.77$~mRy.

Holding $\Delta$ fixed near the edge, with $\gamma=-\Delta''$ and $\omega-\omega_g+i\gamma=\gamma e^{i\theta}/\sin\theta$, leading order in $\gamma/\omega_g$ gives $\operatorname{Re}g\simeq\sqrt{\omega_g/2\gamma}\,\cos(\theta/2)\sqrt{\sin\theta}$. Its logarithmic derivative vanishes when $\tan(\theta/2)=\cot\theta$, that is $\theta=\pi/3$. The peak lies at $\omega_g+\gamma/\sqrt3=0.1477$~mRy with height $(3/4)^{3/4}\sqrt{0.1434/0.0149}=2.50$. The computed peak is $2.60$ at the grid point $0.1490$~mRy, a position resolved only to about half a step, $2.5\times10^{-4}$~mRy. The estimate omits the frequency dependence of $\Delta$ and higher orders in $\gamma/\omega_g$, whose separate shares of the difference are not resolved here. The width $\gamma$ is about $15\delta$, so at this temperature the uniform grid resolves the edge.
